Why Rhenium Donates and Niobium Accepts Electrons in MoS2

**Symmetry and the count**

In the 2H phase of MoS2 each metal atom sits at the centre of a trigonal prism of six sulfur atoms. Let z be the prism axis. Reflection in the metal plane leaves the d orbitals z², xy and x²−y² unchanged and reverses the sign of xz and yz, so the two groups cannot mix. Threefold rotation leaves z² alone, turns xy and x²−y² into each other, and does the same to xz and yz. The five d levels must therefore split as

5 = 1 (a1′: z²) + 2 (e′: xy, x²−y²) + 2 (e″: xz, yz).

Symmetry fixes this pattern but not its order. If the single level is lowest, two electrons fill it, one leaves a vacancy in it, and a third must go higher.

The valence electrons number 6 for Mo, 5 for Nb, 7 for Re and 6 for each S. One formula unit of MoS2 has 6 + 2·6 = 18. The 3s and 3p orbitals of two sulfur atoms give 2·(1 + 3) = 8 bands, which lie below the metal d bands and hold 16 electrons with spin. What remains for the d bands is

Mo: 18 − 16 = 2,  Nb: 17 − 16 = 1,  Re: 19 − 16 = 3.

These are the formal configurations d², d¹ and d³ of the metal in oxidation state +4. They count band fillings. The bonds are partly covalent, so they are not the real charges on the atoms.

On a Mo site, Nb thus brings a hole and Re an extra electron. Two things remain to be shown: that the crystal has a gap above the filled d level, and that the dopant does not spoil the count by moving levels across that gap.

**The order of the crystal-field levels**

Let each sulfur interact with the d orbital pointing at it (sigma bonding alone), and let this raise that orbital by e_σ > 0, because the filled sulfur levels lie below. An orbital with relative amplitude F towards the ligand is raised by e_σF². For a ligand at polar angle θ and azimuth φ,

F(z²) = (3cos²θ − 1)/2
F(x²−y²) = (√3/2) sin²θ cos2φ
F(xz) = √3 sinθ cosθ cosφ.

The six ligands have azimuths 0°, 120° and 240°, once above and once below the metal plane. Over them, the sums of cos²φ and of cos²2φ are both 6/2 = 3. In units of e_σ,

E(a1′) = 6(3cos²θ − 1)²/4 = (3/2)(3cos²θ − 1)²
E(e′) = 3·(3/4) sin⁴θ = (9/4) sin⁴θ
E(e″) = 3·3 sin²θ cos²θ = 9 sin²θ cos²θ.

With a lattice constant of 0.316 nm and sulfur planes 0.157 nm from the metal plane, θ = 49.3°. The levels are then 0.115, 0.743 and 2.200, so a1′ is lowest.

The range of this order follows from the formulas. Setting E(a1′) = E(e′) and taking the square root gives 3cos²θ − 1 = √(3/2)(1 − cos²θ), hence cos²θ = 0.527 and θ = 43.5°. The other sign of the root would need a negative cos²θ. Setting E(e′) = E(e″) gives tan²θ = 4, or θ = 63.4°. Between these angles a1′ < e′ < e″, and the prism of MoS2 lies well inside. Pi bonding, left out here, would shift the limits.

**From orbitals to bands**

In the crystal, neighbouring metal atoms couple z² to the e′ pair, and the band edges need not keep the order of the isolated prism. A model with the three mirror-even orbitals shows what happens. The mirror-odd pair xz, yz cannot mix with them and is left out. The crystal field puts this pair highest, and the model assumes that its bands stay above the conduction edge, as density-functional calculations find for the monolayer. Let ε1 be the site energy of z² and ε2 that of xy and x²−y². For the bond R1 = a(1, 0), the hopping matrix in the order (z², xy, x²−y²) is

[ t0   t1   t2 ]
[ −t1   t11   t12 ]
[ t2   −t12   t22 ].

The bonds R2 = a(−1/2, √3/2) and R3 = a(−1/2, −√3/2) follow by rotating bond and orbitals together. The three reversed bonds have the transposed matrices.

At the zone corner K = (4π/3a, 0), K·R1 = 4π/3 and K·R2 = K·R3 = −2π/3. These differ by 2π, so all three bonds carry the same phase factor ω = exp(4πi/3). At the zone centre Γ they all carry the factor 1. At both points the three matrices can be added first.

- The couplings (t1, t2) between z² and e′ form a two-component vector. Its three copies, turned by 120° from each other, add to zero, so z² and e′ do not mix at Γ or K.
- For z² the sum is 3t0(ω + ω*) = −3t0 at K and 6t0 at Γ.
- Within e′, write the bond matrix as τ + δσ + t12J. Here τ = (t11 + t22)/2, δ = (t11 − t22)/2, σ = diag(1, −1), and J has rows (0, 1) and (−1, 0). Rotation leaves τ and J unchanged, while the three copies of δσ add to zero.

Reversing a bond turns J into −J. The hopping sum for e′ at K is therefore

3τ(ω + ω*) + 3t12J(ω − ω*) = −3τ − 3√3 t12 (iJ).

The eigenvalues of iJ are ±1. The two levels next to the gap at K are

E_c = ε1 − 3t0  (pure z²)
E_v = ε2 − (3/2)(t11 + t22) − 3√3 t12  (pure e′).

Take the round values ε1 = 1.05, ε2 = 2.10, t0 = −0.20, t1 = 0.40, t2 = 0.50, t11 = 0.22, t12 = 0.33 and t22 = 0.06 eV. Then

E_c = 1.05 + 0.60 = 1.650 eV
E_v = 2.10 − 0.42 − 1.715 = −0.035 eV.

The gap is E_g = 1.685 eV. A test on a 36 × 36 grid of wave vectors found the valence maximum and the conduction minimum at these two energies. At Γ the valence state is pure z², at ε1 + 6t0 = −0.150 eV. This lies only 0.115 eV below the K edge, and the spacing is sensitive to t0: with t0 = −0.18 eV the Γ state would be at −0.03 eV, level with the K edge.

The simple picture "Re puts its electron into e′" thus needs correction. The lowest d band is z² at Γ and e′ at K, with a mean z² weight of 0.54, and the conduction edge at K is z². The crystal-field count survives because a band separated from the next by a gap holds two electrons per cell, whatever its orbital mixture.

**When the count survives the dopant**

Consider N metal sites, one of them a dopant. Number the orbital levels upwards, each holding two electrons. The host has N levels below the gap and 2N electrons to fill them. With Q = +1 for Re and −1 for Nb, the neutral doped crystal has 2N + Q.

Let the dopant add a site potential V whose values lie between V_min and V_max. For any state, the mean energy changes by an amount between these limits. By the min-max principle, so does each ordered level:

E_n + V_min ≤ E_n′ ≤ E_n + V_max.

Use the lower limit for level N+1 and the upper limit for level N, and subtract:

E′(N+1) − E′(N) ≥ E_g − (V_max − V_min).

If the spread of the potential is smaller than the gap, levels N and N+1 stay apart. The 2N + 1 electrons of the Re-doped crystal then fill N levels and put one electron in level N+1. The 2N − 1 electrons of the Nb-doped crystal leave one hole in level N. This condition is sufficient, not necessary. It assumes one-electron levels and unchanged hopping.

The potential comes from the core, meaning the nucleus with its closed shells. The Re core has one positive charge more than that of Mo, the Nb core one fewer. An electron at distance r has the extra energy V = −QW(r). In a thin polarizable sheet W is the Rytova–Keldysh potential,

W(r) = (e²/4πε₀)(π/2r0)[H0(κr/r0) − Y0(κr/r0)],

where H0 and Y0 are Struve and Bessel functions, r0 is the screening length of the sheet and κ the mean permittivity of its surroundings. Take r0 = 4 nm and κ = 2.5, roughly a monolayer on silicon oxide. Then W is 1.06 eV on the dopant site, averaged over one cell, and 0.69 eV on its neighbours.

The dopant's own d level may also differ from that of Mo, and for Re, a 5d element, the group number does not fix this offset. Let it be up to 0.5 eV either way. The spread is then at most 1.06 + 0.50 = 1.56 eV, still below the gap of 1.685 eV, so the count holds in this model.

The inequality guarantees a separation of 0.12 eV. Diagonalizing a 12 × 12 cell for offsets of −0.5, 0 and +0.5 eV, with the whole dopant potential raised in steps to full strength, gave smallest separations of 1.51 eV for Re and 1.27 eV for Nb. In so small a cell the tail of the potential also moves the opposite band edge, so these are not the separations for an isolated dopant.

The argument can fail. With an artificial offset of −8 eV on the Re site, three extra levels fall below midgap. They offer six places, and Re brings one electron, so five places stay empty and Re is no longer a simple donor. A much smaller offset already spoils its use: at −2 eV the extra electron of Re sits in a level below midgap, too deep to be freed by heat.

**How deep the levels lie**

For Re, V is negative and lowers every ordered level. Level N stays at or below the valence edge, and level N+1 drops into the gap. For Nb, V is positive and lifts level N out of the valence band. In a 24 × 24 cell, measured from the host band edges:

- Re: 0.41 eV below the conduction edge, rms radius 0.81 nm.
- Nb: 0.53 eV above the valence edge, rms radius 0.32 nm.

Both levels agree with those of an 18 × 18 cell to within 0.02 eV.

In this model the donor is close to an effective-mass state of the conduction edge, an electron with the band's mass bound by W. Its levels are not spaced as in hydrogen, because near the dopant W rises more slowly than 1/r. The band curvature gives a mass of 0.49 electron masses, and the radial effective-mass equation with this mass and the same W gives a depth of 0.404 eV. The lattice has two such states, since K and its opposite corner both contribute. They are split by 0.023 eV, and their mean depth is 0.397 eV.

The acceptor is different. Its radius is about one lattice constant, and its z² weight is 0.76, whereas the valence edge at K has none. It cannot be built from the K edge alone. Its depth also depends strongly on the dopant site: offsets of −0.5 and +0.5 eV give 0.42 and 0.72 eV for Nb, against 0.47 and 0.39 eV for the lowest Re level. The 0.39 eV belongs to the second state of the valley pair, which vanishes on the dopant site and does not feel the offset; the state that does feel it moves from 0.47 to 0.36 eV. The model supports the sign of the Nb doping much better than its depth.

**A donor is not yet a free carrier**

An electron bound by 0.41 eV does not conduct at room temperature. Let N_d be the donor density, n the free-electron density, μ the Fermi level and E_b the donor depth. For a dilute electron gas

n = N_c exp[(μ − E_c)/kT],  N_c = 4·m kT/(2πħ²),

where the 4 counts two valleys and two spins. The ratio of neutral to ionized donors is g exp[(μ − E_c + E_b)/kT]. Two spins and the split valley pair give

g = 2[1 + exp(−0.023/0.0259)] = 2.82.

Excited donor states beyond this pair are left out. Multiplying n by the ratio of ionized to neutral donors removes μ. With no other charges the ionized density equals n, so

n²/(N_d − n) = A,  A = (N_c/g) exp(−E_b/kT).

Let Re occupy 0.1 % of the metal sites at 300 K. Then N_d = 1.16 × 10¹² cm⁻², N_c = 1.06 × 10¹³ cm⁻² and A ≈ 5 × 10⁵ cm⁻². Since n is far below N_d,

n ≈ √(A N_d) ≈ 8 × 10⁸ cm⁻².

Full Fermi–Dirac statistics give 7.7 × 10⁸ cm⁻², or 0.07 % of the donors. Because n varies as exp(−E_b/2kT), an error of 0.1 eV in the depth changes n by a factor of about 7.

Compensation is a second case. If N_a deep acceptors each take one electron, neutrality requires n + N_a ionized donors, and

n(n + N_a)/(N_d − N_a − n) = A.

When n is much smaller than N_a and N_d − N_a, this becomes n ≈ A(N_d − N_a)/N_a. For N_a = 0.1N_d, n ≈ 9A ≈ 5 × 10⁶ cm⁻², more than a hundred times less than without compensation.

In thick material the screening is stronger. A hydrogen-like level in three dimensions scales as m/ε². With the same mass and an isotropic permittivity of 10, the depth is 13.6 × 0.489/100 = 0.067 eV, or 2.6 kT. This is rough, since thick MoS2 is anisotropic and its conduction edge lies elsewhere in the zone. It does show why a monolayer result should not be carried over to a thick film.

**The model beside real MoS2**

The lattice constant and the gap are of the size found in density-functional calculations for the monolayer; the gap for adding and removing electrons is larger. The signs agree with practice: Re is used for n-type and Nb for p-type MoS2. The Nb depth should not be taken as typical, since heavily Nb-doped thick crystals conduct well. The side valley of the conduction band between Γ and K lies 1.1 eV above the edge in this model, but only a few tenths of an eV above it in such calculations, no more than the donor depth. A real donor can therefore draw on that valley, and the agreement with the K-valley effective-mass depth and the value of g are properties of the model. Spin-orbit coupling, absent from the defect calculation, splits the valence edge at K by about 0.15 eV and so shifts the reference for the acceptor by about half that. Relaxation around the dopant is neglected, and its effect is not estimated here. Real samples also contain other charged defects, and the compensation case shows that a tenth as many acceptors as donors can cost two orders of magnitude in n.

**What to do about it**

- Choose the sign by group number: one group to the right of Mo for electrons, one to the left for holes. This presumes a dopant on the metal site whose own d levels do not cross the gap. The model shows this for Re and Nb within the assumed offsets; another element of the same group needs its own check. An atom on the surface or between layers does not replace a Mo atom, and this count does not apply to it.
- Do not equate dopant density with carrier density in a monolayer. Measure the carriers, and expect a gate to be needed at low doping.
- To make donors shallower, use a thicker channel or surroundings of higher permittivity. W falls at every distance as κ rises, so the binding weakens.
- Treat the isolated-donor formula as a dilute limit. At 0.1 % doping the area per donor corresponds to a radius of 5.2 nm, against a donor radius of 0.81 nm. At 1 % it is 5.2/√10 = 1.6 nm, only twice the donor radius. Neighbouring donor states then begin to overlap. In an ordered array of the model, with each site feeling its nearest dopant only, the levels broaden by about 0.03 eV, of the order of kT, while staying 0.36 to 0.42 eV deep. The isolated-donor formula then becomes unreliable, although the donors have not become shallow.

The numerical output below lists most of the inputs and results.

Table of computed values

```
Nb: valence electrons 5, left for d bands 1
Mo: valence electrons 6, left for d bands 2
Re: valence electrons 7, left for d bands 3
ligand polar angle 49.3 degrees
crystal field a1' 0.115, e' 0.743, e'' 2.200 e_sigma
site energies e1 1.05, e2 2.10 eV
hoppings t0 -0.20, t1 0.40, t2 0.50 eV
hoppings t11 0.22, t12 0.33, t22 0.06 eV
valence edge at K -0.035 eV, conduction edge at K 1.650 eV
band gap 1.685 eV; valence top at Gamma -0.150 eV
z2 weight at K: valence 0.00, conduction 1.00
z2 weight at Gamma, valence 1.00
z2 weight, mean over valence band 0.54
conduction mass at K 0.489 electron masses
screening length 4.0 nm, outside permittivity 2.5
screened potential: centre 1.06, neighbour 0.69 eV
Re: smallest gap N to N+1, shifts to 0.5 eV: 1.51 eV
Nb: smallest gap N to N+1, shifts to 0.5 eV: 1.27 eV
Re with -8 eV shift: extra levels below midgap 3
Re level 0.409 eV below conduction edge
Re state: rms radius 0.81 nm, z2 weight 0.86
Re state: share within 1 nm 0.81, if even 0.06
Nb level 0.534 eV above valence edge
Nb state: rms radius 0.32 nm, z2 weight 0.76
Nb state: share within 1 nm 1.00, if even 0.06
Re depth, centre shift -0.5 / +0.5 eV: 0.468 / 0.386 eV
Nb depth, centre shift -0.5 / +0.5 eV: 0.419 / 0.724 eV
donor depth: valley-pair mean 0.397 eV, effective mass 0.404 eV
splitting of the donor valley pair 0.023 eV
temperature 300 K, kT 0.0259 eV, doped sites 0.1 %
Re density 1.16e+12 cm^-2, band density N_c 1.06e+13 cm^-2
donor degeneracy factor g 2.82
free electrons 7.67e+08 cm^-2, ionized 0.07 %
valence spin-orbit splitting at K 0.150 eV
donor spacing radius 5.2 nm
thick film, isotropic permittivity 10: donor depth 0.067 eV
```
